Why exponent fluctuations raise the mean conductance of a tunnelling contact

**Fluctuating barriers and the contact average**

Current passes from a metal into a heavily doped semiconductor by tunnelling through a depletion layer a few nanometres thick. The barrier is not the same everywhere under the metal: its height, and with it the tunnelling exponent, varies from place to place. A measurement on the whole contact returns one number, the specific contact resistivity. The question is how that number is related to the resistivity of a uniform contact having the average exponent.

Let S be the local tunnelling exponent and g the local small-signal conductance per unit area,

g(S) = g₀ exp(−S).  (1)

The prefactor g₀ is taken to be the same everywhere, so that all variation enters through S. Write

S = S̄ + δ,  ⟨δ⟩ = 0,  ⟨δ²⟩ = σ²,  (2)

where δ is Gaussian and angle brackets denote the average over the contact area. For the present the contact is large enough to contain the whole distribution; finite contacts are treated below.

Assume also that the metal on one side and the semiconductor just beyond the barrier on the other are equipotentials. Every area element then has the same small voltage V across it. An element dA carries the current g V dA, and the total current through area A is

I = V ∫ g dA = V A ⟨g⟩.  (3)

The specific contact resistivity is ρ_c = V A/I, hence

ρ_c = 1/⟨g⟩.  (4)

The quantity to be averaged is therefore the conductance. With the local resistivity written as ρ(S) = 1/g(S), the uniform contact used for comparison has resistivity ρ(S̄) = 1/g(S̄).

**Thin spots gain more than thick spots lose**

From (1) and (2), g(S) = g(S̄) exp(−δ). A symmetric distribution gives the deviations +δ and −δ equal weight, so they can be averaged in pairs:

½[g(S̄ + δ) + g(S̄ − δ)] = g(S̄) ½[exp(−δ) + exp(δ)] = g(S̄) cosh δ.  (5)

Since cosh δ > 1 for every δ ≠ 0, each pair conducts better on average than two spots at the mean exponent. Lowering the exponent by |δ| adds g(S̄)[exp(|δ|) − 1] to the conductance, while raising it by |δ| removes g(S̄)[1 − exp(−|δ|)]. The first amount is the larger. The deviations of the exponent cancel in the mean, but those of the conductance do not. This is the physical content of the inequality

⟨g⟩ > g(S̄) for σ > 0.  (6)

The argument uses the symmetry of the distribution and the convexity of exp(−S). For small fluctuations the size of the excess depends only on the variance of S; the Gaussian form is needed for the closed expression derived next, which holds at any σ.

**The size of the excess**

The average of (1) over the Gaussian distribution is

⟨g⟩ = g(S̄) ∫ dδ [1/(σ√(2π))] exp[−δ − δ²/(2σ²)],  (7)

with δ running from −∞ to ∞. To complete the square, expand

(δ + σ²)² = δ² + 2σ²δ + σ⁴

and divide by −2σ²:

−(δ + σ²)²/(2σ²) = −δ²/(2σ²) − δ − σ²/2.

The exponent in (7) is therefore

−δ − δ²/(2σ²) = −(δ + σ²)²/(2σ²) + σ²/2.  (8)

The first term on the right gives a normalized Gaussian centred at δ = −σ², whose integral is one. The second term is a constant and leaves the integral as a factor:

⟨g⟩ = g(S̄) exp(σ²/2).  (9)

By (4), the contact resistivity is lowered by the same factor,

ρ_c = ρ(S̄) exp(−σ²/2).  (10)

For small fluctuations the exponential series gives

⟨g⟩/g(S̄) = 1 + σ²/2 + σ⁴/8 + … .  (11)

The leading relative excess is half the variance of the exponent. There is no term linear in σ because ⟨δ⟩ = 0. "Small" here means σ ≪ 1, a condition on the absolute spread of S and not on the ratio σ/S̄. A thick barrier with a modest relative variation can thus have a large enhancement.

Equation (9) is an identity for a Gaussian variable at any σ, but its physical use is restricted. The Gaussian has a tail at S < 0, where (1) no longer describes tunnelling. How much this tail matters follows from the distribution of the current.

**Where the current flows**

The share of the current carried at deviation δ is the integrand of (7) divided by the integral. By (8) it is a Gaussian of unchanged width σ, centred at −σ². The current-weighted mean exponent is therefore

S_I = S̄ − σ².  (12)

Let Φ(z) be the probability that a standard normal variable is less than z. The thinner half of the contact, δ < 0, carries the fraction of the current

F = Φ([0 − (−σ²)]/σ) = Φ(σ).  (13)

This exceeds one half. In the same way, the fraction of the calculated mean that comes from the unphysical region δ < −S̄ is

F₋ = Φ([−S̄ + σ²]/σ) = Φ(σ − S̄/σ).  (14)

It is negligible when S̄ − σ² is several times σ. As σ grows, the current moves towards exponents for which (1) is unreliable, and the model fails there before the integral does.

**Averaging resistivities gives the opposite shift**

Since ρ(S) = ρ(S̄) exp(δ), and δ and −δ have the same distribution, the integral just done also gives

⟨ρ⟩ = ρ(S̄) exp(σ²/2).  (15)

Dividing (15) by (10),

⟨ρ⟩/ρ_c = exp(σ²).  (16)

The area average of local resistivities lies above ρ(S̄), whereas the resistivity of the contact lies below it. The average (15) would describe elements forced to carry equal current densities, which is not the situation of (3).

**A contact of finite size**

Let the contact consist of M equal patches with independent exponents. Its conductance per area is the mean of M independent values of g, so its variance is that of g divided by M. Replacing δ by 2δ in the Gaussian average replaces σ² by 4σ², and thus

⟨g²⟩ = g(S̄)² ⟨exp(−2δ)⟩ = g(S̄)² exp(2σ²).

Subtracting ⟨g⟩² = g(S̄)² exp(σ²) gives the variance of g. Dividing that variance by ⟨g⟩² and by M, and taking the root, gives the standard deviation between contacts relative to their mean:

η = √{[exp(σ²) − 1]/M}.  (17)

For small σ this is σ/√M, while the excess is σ²/2. In this small-σ limit the excess is larger than the spread when M > 4/σ²; at σ = 0.5 the threshold is about 20 patches rather than 16. Inequality (6) concerns the average over many contacts, or one contact with many patches; an individual small contact can conduct less than g(S̄).

**The exponent of a depletion barrier**

To connect σ with a property of the junction, consider a uniformly doped depletion layer of width W, with ionized donor density N, permittivity ε and tunnelling mass m. Let q be the elementary charge and φ the barrier height as an energy. The Fermi level is placed at the conduction-band edge of the bulk, and image-force lowering is neglected. Poisson's equation, with zero field at x = W, gives the barrier above the Fermi level

U(x) = q²N(W − x)²/(2ε),  0 ≤ x ≤ W.  (18)

Setting U(0) = φ gives W² = 2εφ/(q²N). The WKB exponent for normal incidence at the Fermi level is

S = (2/ħ) ∫₀ᵂ √(2mU) dx
 = (2q/ħ) √(mN/ε) ∫₀ᵂ (W − x) dx
 = (q/ħ) √(mN/ε) W².  (19)

Inserting W² gives S = [2/(qħ)] √(mε/N) φ, or

S = φ/E₀₀,  E₀₀ = (qħ/2) √[N/(mε)].  (20)

The exponent is linear in φ because the decay constant at each relative depth and the width both grow as √φ. Gaussian variations of barrier height with standard deviation σ_φ therefore produce Gaussian variations of S, with

σ = σ_φ/E₀₀.  (21)

Two approximations enter here. The patches must be much wider than W, so that each has its own one-dimensional barrier. The slower dependence of g₀ on φ is neglected.

**A numerical case**

Take the round model parameters φ̄ = 0.50 eV, σ_φ = 0.05 eV, N = 10²⁰ cm⁻³, m equal to 0.3 electron masses, relative permittivity 12 and 1/g₀ = 3.0 × 10⁻⁹ Ω cm². These numbers illustrate the averaging and do not predict a real contact. In a single parabolic band with this mass and doping, the Fermi level lies about 0.26 eV above the band edge, not at it. With φ still measured from the Fermi level and the fully depleted parabolic profile kept down to the bulk band edge, the WKB exponent would then be about 3.3 and its standard deviation about 0.41. Allowing for the electrons that partly fill the outer part of the layer (a Thomas–Fermi solution of Poisson's equation) raises these to about 3.7 and 0.45. Under the band-edge assumption used for (18), equation (20) gives E₀₀ = 0.0979 eV, and so

S̄ = 0.50/0.0979 = 5.11,
σ = 0.05/0.0979 = 0.511,
σ² = 0.261.

A spot one standard deviation thin in exponent conducts 1.667 times g(S̄), and one equally thick conducts 0.600 times g(S̄). Their average is 1.133, as (5) requires. The full Gaussian average is

⟨g⟩/g(S̄) = exp(0.261/2) = 1.139,

and direct numerical integration gives the same value. The second-order estimate is 1.131; the next term of (11), σ⁴/8 = 0.0085, supplies most of the difference. The resistivities are

ρ(S̄) = 3.0 × 10⁻⁹ × exp(5.11) = 4.97 × 10⁻⁷ Ω cm²,
ρ_c = 4.97 × 10⁻⁷/1.139 = 4.36 × 10⁻⁷ Ω cm².

The latter equals 4.36 × 10⁻¹¹ Ω m². In this band-edge model, a 10 % spread in barrier height has lowered the contact resistivity by 12 % relative to ρ(S̄). This figure uses the exponent at the Fermi level alone. At 300 K the current in this model flows about 0.05 eV higher, and summing over electron energies gives a standard deviation of ln g of about 0.48 and a reduction of about 11 %. For the degenerate Fermi level, with g₀ still taken as constant, the reduction would be about 8 % with the fully depleted profile and about 9.5 % with the Thomas–Fermi profile. Image-force lowering, neglected in both cases, would make the mean exponent smaller still and its standard deviation slightly larger. Averaging the local resistivities would have given 5.66 × 10⁻⁷ Ω cm², which is 30 % above ρ_c.

The thinner half of the area carries 69.5 % of the current, and the current-weighted exponent is 4.85. The region S < 0 contributes about 10⁻²¹ of the mean, so the Gaussian tail is harmless here.

Now let the contact be a square of side 100 nm, divided into 100 independent patches of side 10 nm. The depletion width is 2.58 nm, about a quarter of the patch side, so the one-dimensional barrier is only a rough approximation. Lateral fields smooth the potential between neighbouring patches. To first order in the height variations, this lowers σ by roughly one eighth and reduces the excess conductance from 14 % to between 10 and 11 %. Without this smoothing, equation (17) gives a relative spread of 5.5 % between contacts, and random sampling agrees. About 1 % of the sampled contacts conduct less than g(S̄). The numerical output lists the values of this one-dimensional, band-edge model and those of the two cases below.

**Mean exponent is not exponent at the mean doping**

The comparison in (6) is with the mean exponent. If the fluctuating quantity enters S nonlinearly, the exponent at its mean value is a different reference. Let the barrier height be fixed and the doping vary between patches as N = N̄(1 + x), where x is Gaussian with zero mean and small standard deviation s. With S₀ = S(N̄), equation (20) gives, to second order in x,

S = S₀(1 + x)^(−1/2) = S₀(1 − x/2 + 3x²/8).  (22)

Averaging gives ⟨S⟩ = S₀(1 + 3s²/8), which is greater than S₀. For the conductance, expand the exponential of S₀ − S and keep all terms of second order:

g/g(S₀) = 1 + S₀x/2 − 3S₀x²/8 + S₀²x²/8.

The last term is half the square of S₀x/2. The average is

⟨g⟩/g(S₀) = 1 + S₀(S₀ − 3)s²/8.  (23)

To compare with the mean exponent instead, use g(⟨S⟩)/g(S₀) = 1 − 3S₀s²/8 to the same order. Division gives

⟨g⟩/g(⟨S⟩) = 1 + S₀²s²/8.  (24)

This agrees with (11), because the leading standard deviation of S is S₀s/2. The excess over the mean exponent is positive. The excess over the mean doping changes sign at S₀ = 3, since for thinner barriers the rise of the mean exponent outweighs the convexity of the exponential. Numerical averages at s = 0.01 confirm this: the change relative to g(S₀), divided by s², is −0.25 for S₀ = 2, zero to the printed digits for S₀ = 3, and 1.35 for S₀ = 5.11. The value S₀ = 3 belongs to the model exp(−S), which is itself crude for such transparent barriers.

Doping fluctuations need not be minor. In the numerical case a patch contains on average 0.1 nm⁻³ × 10 nm × 10 nm × 2.58 nm ≈ 26 donors in its depletion layer. If they are placed independently, their number has a relative spread of about 1/√26 ≈ 0.2, which, treated as a uniform change of doping, corresponds to a spread in S of about 5.11 × 0.2/2 ≈ 0.5; allowing for the random depths of the donors raises this by about a tenth. This is comparable with the barrier-height contribution. The uniform-doping example omits it, and the discrete donors would also disturb the smooth potential (18).

**When series resistance reverses the inequality**

The equipotential assumption behind (3) can fail on the semiconductor side. In the opposite extreme, each patch is fed through its own series resistivity r, with no lateral current between patches. Put r = uρ(S̄). The conductance per area of a patch with its feed is

h(δ) = 1/[r + ρ(S̄) exp(δ)] = g(S̄)/[u + exp(δ)].  (25)

Pair the deviations again, with c = cosh δ. The product of the two denominators is u² + 2uc + 1 and their sum is 2u + 2c, so

½[h(δ) + h(−δ)] = g(S̄)(u + c)/(1 + u² + 2uc).  (26)

Divide by h(0) = g(S̄)/(1 + u) and subtract one. The numerator becomes

(1 + u)(u + c) − (1 + u² + 2uc) = u + c − uc − 1 = (1 − u)(c − 1),

and therefore

½[h(δ) + h(−δ)]/h(0) = 1 + (1 − u)(c − 1)/(1 + u² + 2uc).  (27)

For u = 0 this returns to cosh δ. Because c > 1 for δ ≠ 0, the sign of the change is that of 1 − u, whatever the size of δ. For small δ, c − 1 ≈ δ²/2 and the denominator tends to (1 + u)², so that

⟨h⟩/h(0) ≈ 1 + (σ²/2)(1 − u)/(1 + u)².  (28)

With σ = 0.511, numerical averaging gives 1.097 for u = 0.1, 1.000 for u = 1 and 0.985 for u = 3. Once the feed dominates, a thin spot gains little because its current is already limited by r, while a sufficiently thick spot can still shut off its patch. The mean conductance then falls below the value at the mean exponent.

A resistance common to all patches acts differently. It lies outside the equipotential faces, adds to the total resistance of the device, and leaves (9) for the contact itself unchanged. The inequality thus holds for parallel conduction between common potentials and, with separate feeds and a symmetric distribution of S, when the barrier resistivity at the mean exponent is greater than that of the feed. With a skewed distribution the change of sign need not fall at u = 1. Partial lateral conduction between patches lies between these two cases and is not treated here.

Calculated quantities

```
mean barrier height: 0.50 eV
barrier standard deviation: 0.05 eV
doping: 1.0e+20 cm^-3
effective mass: 0.3 electron masses
relative permittivity: 12 (no unit)
prefactor 1/g0: 3.0e-09 ohm cm^2
depletion width at mean barrier: 2.58 nm
tunnelling energy E00: 0.0979 eV
mean exponent: 5.110 (no unit)
exponent standard deviation sigma: 0.5110 (no unit)
exponent variance sigma^2: 0.2611 (no unit)
one-sigma thin spot, g/g(S_mean): 1.6669 (no unit)
one-sigma thick spot, g/g(S_mean): 0.5999 (no unit)
average of these two spots: 1.1334 (no unit)
conductance at mean exponent: 2.0127e+06 S/cm^2
mean conductance: 2.2933e+06 S/cm^2
enhancement by quadrature: 1.13945 (no unit)
enhancement exp(sigma^2/2): 1.13945 (no unit)
second-order estimate 1+sigma^2/2: 1.13054 (no unit)
resistivity at mean exponent: 4.9685e-07 ohm cm^2
contact resistivity 1/<g>: 4.3605e-07 ohm cm^2
contact resistivity 1/<g>: 4.3605e-11 ohm m^2
average of local resistivities: 5.6614e-07 ohm cm^2
ratio of that average to 1/<g>: 1.2983 (no unit)
current-weighted mean exponent: 4.849 (no unit)
current share of the thinner half: 69.53 %
share of mean from S<0: 1.2e-21 (no unit)
contact side: 100 nm
patch side: 10 nm
patches per contact: 100 (count)
relative spread of contacts, formula: 5.46 %
relative spread of contacts, sampled: 5.51 %
sampled contacts below g(S_mean): 1.03 %
relative doping spread s in the doping test: 0.01 (no unit)
S0=2.000: excess/s^2 over g(mean doping): -0.2500
S0=2.000: excess/s^2 over g(mean exponent): 0.5002
S0=3.000: excess/s^2 over g(mean doping): 0.0000
S0=3.000: excess/s^2 over g(mean exponent): 1.1254
S0=5.110: excess/s^2 over g(mean doping): 1.3475
S0=5.110: excess/s^2 over g(mean exponent): 3.2645
series ratio u=0.1: mean/value at S_mean: 1.09677 (no unit)
series ratio u=1.0: mean/value at S_mean: 1.00000 (no unit)
series ratio u=3.0: mean/value at S_mean: 0.98491 (no unit)
```
